\section*{Eigenvalue accuracy near exceptional points of complex symmetric matrices, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two levels}

Take the traceless complex symmetric matrix
\begin{equation}
M=\begin{pmatrix} d & w\\ w & -d\end{pmatrix},\qquad d,w\in\mathbb{C}.
\end{equation}
Multiplying out gives $M^2=(d^2+w^2)\,1$, so the eigenvalues are $\pm s$ with $s^2=d^2+w^2$. For real $d$ and $w$ they meet only if $M=0$. For complex entries they also meet at $d=iw\neq0$, where $M\neq0$ but $M^2=0$. There $M(1,-i)^T=w\,(i-i,\;1-1)^T=0$, and since $M$ has rank one, $x=(1,-i)^T$ is the only eigenvector. This is an exceptional point (EP). The eigenvector obeys $x^Tx=1+(-i)^2=0$ although $x^\dagger x=2$. Changing $d$ to $iw+\epsilon$ gives $s^2=2iw\epsilon+\epsilon^2$, so each eigenvalue moves by $\sqrt{2iw\epsilon}$ to leading order, while their mean stays at zero.

For $s\neq0$ the matrix $P_+=(M+s)/2s$ satisfies $P_+^2=(2s^2+2sM)/4s^2=P_+$, $MP_+=sP_+$ and $\operatorname{tr}P_+=1$, so it is the rank-one projector on the eigenvector $x$ of $+s$. It is symmetric, hence proportional to $xx^T$, and unit trace fixes $P_+=xx^T/x^Tx$. For a rank-one matrix the 2-norm equals the Frobenius norm, and $|d+s|^2+|d-s|^2=2|d|^2+2|s|^2$, so
\begin{equation}
\kappa^2\equiv\left(\frac{\|x\|^2}{|x^Tx|}\right)^{2}=\frac{|d+s|^2+|d-s|^2+2|w|^2}{4|s|^2}=\frac{|d|^2+|w|^2+|s|^2}{2|s|^2}.
\label{eq:k2}
\end{equation}
For real entries $|s|^2=d^2+w^2$ and $\kappa=1$. Near the EP, $|d|\to|w|$ and $\kappa\to|w|/|s|$: the ratio $|x^Tx|/\|x\|^2$ vanishes in proportion to the gap.

\section{The c-norm as condition number}

Let $H=H^T$ be an $n\times n$ complex matrix, as produced by complex scaling or by a complex absorbing potential in a real basis. The c-product is $u^Tv$, without conjugation, and $x^Tx$ is called the c-norm of $x$. The symbol $\|\cdot\|$ is the Euclidean norm and the matrix norm it induces, and a bar means complex conjugation. Transposing $Hx=\lambda x$ gives $x^TH=\lambda x^T$: the left eigenvector is $x^T$.

For a simple eigenvalue and a perturbation $E$, the first-order part of $(H+E)(x+\delta x)=(\lambda+\delta\lambda)(x+\delta x)$ is $(H-\lambda)\delta x+Ex=\delta\lambda\,x$. Multiplying from the left by $x^T$ removes the first term:
\begin{equation}
\delta\lambda=\frac{x^TEx}{x^Tx},\qquad |\delta\lambda|\le\kappa\,\eta,\qquad \eta=\|E\|,\quad \kappa=\frac{\|x\|^2}{|x^Tx|}.
\label{eq:first}
\end{equation}
The bound uses $|x^TEx|\le\|\bar x\|\,\|Ex\|\le\eta\|x\|^2$. It is reached by $E=\eta\,\bar x\bar x^T/\|x\|^2$, which has norm $\eta$ and gives $x^TEx=\eta\,(x^\dagger x)^2/\|x\|^2=\eta\|x\|^2$. This $E$ is itself symmetric, so a solver whose errors respect the symmetry $H=H^T$ faces the same $\kappa$ as one whose errors do not.

\section{The Jordan chain}

Let $H_0$ have an eigenvalue $\lambda_0$ of algebraic multiplicity two with a single eigenvector (an EP2), and put $A=H_0-\lambda_0=A^T$. The Jordan form supplies vectors with
\begin{equation}
Ax_0=0,\qquad Ax_1=x_0 .
\end{equation}
Then
\begin{equation}
x_0^Tx_0=x_0^TAx_1=(Ax_0)^Tx_1=0 .
\end{equation}
The converse also holds. Every vector $Av$ obeys $x_0^TAv=0$, and both the range of $A$ and the set $\{v:x_0^Tv=0\}$ have dimension $n-1$, so they coincide. If the only eigenvector has $x_0^Tx_0=0$, it lies in the range of $A$ and a chain exists. The same fact gives $b=x_0^Tx_1\neq0$, since otherwise $Ax_2=x_1$ would be solvable and the multiplicity would be at least three.

The chain allows $x_1\to x_1-c\,x_0$ and a common scale factor. Because $(x_1-cx_0)^T(x_1-cx_0)=x_1^Tx_1-2cb$, the choice $c=x_1^Tx_1/2b$ followed by division of both vectors by $\sqrt b$ gives
\begin{equation}
x_0^Tx_0=0,\qquad x_0^Tx_1=1,\qquad x_1^Tx_1=0 .
\label{eq:gauge}
\end{equation}
In this gauge $x_0$ carries the unit $\mathrm{eV}^{1/2}$ and $x_1$ the unit $\mathrm{eV}^{-1/2}$. Define
\begin{equation}
P=x_0x_1^T+x_1x_0^T,\qquad N=AP=x_0x_0^T,\qquad \|N\|=\|x_0\|^2 .
\end{equation}
Equation~\eqref{eq:gauge} gives $Px_0=x_0$ and $Px_1=x_1$, hence $P^2=P$. Also $PA=(AP)^T=AP$, so $P$ and $Q=1-P$ project on invariant subspaces. The range of $P$ exhausts the multiplicity of $\lambda_0$, so $A$ is invertible on the range of $Q$. On the range of $P$, with $\zeta=z-\lambda_0$ and $N^2=0$, one has $(\zeta-N)(\zeta^{-1}+\zeta^{-2}N)=1$, and therefore
\begin{equation}
(z-H_0)^{-1}=\frac{P}{\zeta}+\frac{N}{\zeta^2}+\text{(analytic at }\zeta=0).
\label{eq:res}
\end{equation}
Thus $P$ and $N$ are the integrals $\oint d\zeta/2\pi i$ of the resolvent weighted with $1$ and with $\zeta$, and they do not depend on the gauge. The projector on the pair is finite at the EP. The energy $\|N\|$ measures the strength of the EP; in the two-level case $N=M$ and $\|N\|=2|w|$.

\section{A model with an EP2}

The numbers below refer to a tight-binding chain of $n=6$ sites with hopping $-J$, $J=1$~eV, and an absorber $-i\gamma$ on site 1; they come from the numerical check. Let $p_k(E)$ be the characteristic determinant of a $k$-site chain without absorber. Expansion along the first row gives $p_k=Ep_{k-1}-J^2p_{k-2}$, and with the absorber $\det(E-H)=(E+i\gamma)p_5-J^2p_4=p_6+i\gamma p_5$. On the axis $E=-iy$ put $p_k=(-i)^kq_k$. Since $(-i)^{k-2}=-(-i)^k$, the recurrence becomes $q_k=yq_{k-1}+J^2q_{k-2}$, and since $i(-i)^5=-(-i)^6$, the determinant is $(-i)^6(q_6-\gamma q_5)$. With energies in units of $J$,
\begin{equation}
\gamma=\frac{q_6}{q_5}=\frac{y^6+5y^4+6y^2+1}{y^5+4y^3+3y}.
\end{equation}
A double root needs $q_6=\gamma q_5$ and $q_6'=\gamma q_5'$, which is $(q_6/q_5)'=0$. The ratio diverges for $y\to0^+$ and $y\to\infty$, so it has a minimum. The eigenvector is unique, because the rows of a tridiagonal matrix with nonzero hopping fix all components from the last one. A general EP2 requires one complex condition, that is two real parameters; here one suffices because the $q_k$ are real. The minimum lies at $y=0.511314$~eV, where $q_6/q_5=2.92828/2.10361=1.39203$, so
\begin{equation}
\gamma_{\rm EP}=1.392029\ \mathrm{eV},\qquad \lambda_0=-0.511314\,i\ \mathrm{eV}.
\end{equation}
The width is $\Gamma=2y=1.02$~eV, or $\hbar/\Gamma=0.64$~fs (the decay carries the extra factor $1-iNt/\hbar$ and is not purely exponential). The components of $x_0$ have the form $a(\pm1\pm i)$, with squares $\pm2ia^2$; for site 1, $a=0.485269$ and $2a^2=0.470972$~eV. The six squares alternate in sign:
\begin{align}
x_0^Tx_0&=i\,(-0.470972+0.365314-0.142303+0.169356\nonumber\\
&\qquad\quad-0.027825+0.106430)\ \mathrm{eV}=0 ,
\end{align}
the negative and the positive terms each summing to $0.641100$~eV. Their moduli add to $\|N\|=1.2822$~eV. Further, $\|H_0\|=2.1036$~eV, $\|P\|=1.459$, and the nearest other level is $1.158$~eV away. The program tests $P$ and $N$ against contour integrals of the resolvent, and Eq.~\eqref{eq:k2} against numerical eigenvectors.

\section{The square root at the EP}

Perturb to $H_0+\epsilon V$ with $V=V^T$ dimensionless and $\epsilon$ an energy small compared with the distance to the other levels. Write the eigenvalue as $\lambda_0+\zeta$ and the eigenvector as $x=\alpha x_0+\beta x_1+z$ with $z=Qz$. From $Pz=0$ follow $x_0^Tz=x_1^Tz=0$, and then $x_1^TAz=x_0^Tz=0$. Acting with $Q$ on $(A+\epsilon V-\zeta)x=0$ gives
\begin{equation}
z=-\epsilon\,GQV(\alpha x_0+\beta x_1),\qquad G=\left[Q(A+\epsilon V-\zeta)Q\right]^{-1}\ \text{on the range of }Q,
\end{equation}
and $G$ is analytic for small $\zeta,\epsilon$. Hence $Vx=\tilde V(\alpha x_0+\beta x_1)$ with the symmetric $\tilde V=V-\epsilon VQGQV$. Put $\tilde V_{ij}=x_i^T\tilde Vx_j=V_{ij}+O(\epsilon)$. Multiplying the eigenvalue equation by $x_1^T$ and by $x_0^T$, with $x_1^TAx=\beta$, $x_1^Tx=\alpha$, $x_0^TAx=0$ and $x_0^Tx=\beta$, gives
\begin{align}
(\epsilon\tilde V_{01}-\zeta)\,\alpha+(1+\epsilon\tilde V_{11})\,\beta&=0,\label{eq:r1}\\
\epsilon\tilde V_{00}\,\alpha+(\epsilon\tilde V_{01}-\zeta)\,\beta&=0 .
\end{align}
The determinant must vanish:
\begin{equation}
(\zeta-\epsilon\tilde V_{01})^2=\epsilon\tilde V_{00}\,(1+\epsilon\tilde V_{11}).
\label{eq:sec}
\end{equation}
The left side is quadratic in $\zeta$ because the term $\zeta\,x_0^Tx_0$, which for a simple eigenvalue would balance $\epsilon V_{00}$ at first order, is zero. For $V_{00}\neq0$,
\begin{equation}
\lambda_\pm=\lambda_0\pm\mu_1\sqrt\epsilon+\mu_2\,\epsilon+O(\epsilon^{3/2}),\qquad \mu_1^2=x_0^TVx_0,\quad \mu_2=x_0^TVx_1 .
\label{eq:puiseux}
\end{equation}
For an unsymmetric $V$ the left side of \eqref{eq:sec} becomes $(\zeta-\epsilon\tilde V_{01})(\zeta-\epsilon\tilde V_{10})$ and the leading term is unchanged. Since $|V_{00}|\le\|V\|\,\|x_0\|^2$, a perturbation of norm $\eta$ shifts the pair by at most $\sqrt{\eta\|N\|}$ at leading order, and $V_w=\bar x_0\bar x_0^T/\|x_0\|^2$ reaches this value. In the chain, $\eta=10^{-10}$~eV gives $\sqrt{1.2822\times10^{-10}}=1.1323\times10^{-5}$~eV, equal to the shift found by 50-digit diagonalization.

Two combinations escape the square root. By the argument principle,
\begin{equation}
\zeta_+^k+\zeta_-^k=\oint\frac{d\zeta}{2\pi i}\,\zeta^k\,\partial_\zeta\ln\det(\lambda_0+\zeta-H_0-\epsilon V)
\end{equation}
on a fixed circle around the pair, where the integrand is analytic in the entries of the perturbation. The mean $\bar\lambda=(\lambda_++\lambda_-)/2$ and the squared half-gap $s^2=(\lambda_+-\lambda_-)^2/4$ are polynomials in these sums and hence power series in $\epsilon$. For $k=1$, using $\partial_\epsilon\ln\det=-\operatorname{tr}[(z-H)^{-1}V]$, integrating by parts and inserting \eqref{eq:res} gives $\partial_\epsilon(\zeta_++\zeta_-)=\operatorname{tr}PV=2V_{01}$ at $\epsilon=0$. The linear coefficient of $s^2$ is read from \eqref{eq:puiseux}. Therefore
\begin{equation}
\bar\lambda=\lambda_0+\mu_2\,\epsilon+O(\epsilon^2),\qquad s^2=\mu_1^2\,\epsilon+O(\epsilon^2).
\label{eq:analytic}
\end{equation}
$P$ has two nonzero singular values, so $|\operatorname{tr}PV|\le2\|P\|\|V\|$, and the condition number of the mean is at most $\|P\|$. For a random symmetric $V$ of unit norm the chain has $\mu_1^2=(0.444933+0.242626\,i)$~eV and $\mu_2=-0.288740+0.134780\,i$, so $|\mu_1^2|=0.50679$~eV and $|\mu_2|=0.31865$. At $\epsilon=10^{-8}$~eV the half-gap is $\sqrt{0.50679\times10^{-8}}=7.1189\times10^{-5}$~eV, while the mean has moved by $3.1865\times10^{-9}$~eV. At $\epsilon=10^{-10}$~eV the first is ten times and the second a hundred times smaller. The tested exponent of both remainders in \eqref{eq:analytic} is $2.0000$.

The square-root law has two conditions. If $x_0^TVx_0=0$, then $\tilde V_{00}=O(\epsilon)$, the right side of \eqref{eq:sec} is $O(\epsilon^2)$, and the gap is $O(\epsilon)$. A uniform shift $V=1$ is the trivial case. With the $V_w$ component removed from the random $V$, the gap at $\epsilon=10^{-10}$~eV is $6.7\times10^{-11}$~eV, with tested exponent $1.0000$. The order of the EP is the second condition. The symmetric tridiagonal matrix with diagonal $(i\sqrt2,\epsilon,-i\sqrt2)$ and unit off-diagonal elements has
\begin{equation}
\det(\zeta-M)=(\zeta^2+2)(\zeta-\epsilon)-(\zeta-i\sqrt2)-(\zeta+i\sqrt2)=\zeta^3-\epsilon\zeta^2-2\epsilon ,
\end{equation}
a triple root at $\epsilon=0$ that splits as $(2\epsilon)^{1/3}$; the tested exponent is $0.3333$.

\section{The c-norm near the EP}

Now let the perturbation be a physical parameter, $H=H_0+\delta W$ with $W_{00}=x_0^TWx_0\neq0$, so that $s^2=\delta W_{00}+O(\delta^2)$ and the gap is $\Delta=2s$. With $\alpha=1$, Eqs.~\eqref{eq:r1} and \eqref{eq:sec} give $\beta^2=\delta\tilde W_{00}/(1+\delta\tilde W_{11})$, so $\beta=\pm s\,[1+O(\delta)]$, and $z=O(\delta)$. Then
\begin{align}
x_\pm&=x_0\pm s\,x_1+O(\delta),\label{eq:xpm}\\
x_\pm^Tx_\pm&=2\beta+z^Tz=\pm2s\,[1+O(\delta)],\\
\|x_\pm\|^2&=\|N\|\pm2\operatorname{Re}(s\,x_0^\dagger x_1)+O(\delta).
\end{align}
Dividing, with $\hat s=s/|s|$,
\begin{equation}
\kappa_\pm=\frac{\|N\|}{|\Delta|}\pm\operatorname{Re}(\hat s\,x_0^\dagger x_1)+O(\sqrt\delta).
\label{eq:kappa}
\end{equation}
The condition number grows as the inverse gap, that is as $\delta^{-1/2}$. In the chain $W=-i|1\rangle\langle1|$, $\delta=\gamma-\gamma_{\rm EP}$ and $W_{00}=-i\,(-0.470972\,i)=-0.470972$~eV; for $\delta>0$ the half-gap is imaginary. For the member of the pair nearer to $\lambda_0$:
\begin{center}
\begin{tabular}{ccccc}
$\delta$/eV & $|\Delta|$/eV & $\kappa$ & $\|N\|/|\Delta|$ & $\operatorname{cond}X$\\
$10^{-2}$ & $1.378\times10^{-1}$ & 9.21 & 9.30 & 19.26\\
$10^{-4}$ & $1.373\times10^{-2}$ & 93.23 & 93.41 & 187.36\\
$10^{-6}$ & $1.373\times10^{-3}$ & 933.98 & 934.17 & 1868.86\\
$10^{-8}$ & $1.373\times10^{-4}$ & 9341.55 & 9341.75 & 18684.00
\end{tabular}
\end{center}
The difference of the third and fourth columns tends to the constant term of \eqref{eq:kappa}. To evaluate it, note that before fixing the gauge the chain has components $i^kq_k$ for $x_0$ and, by differentiation with respect to $\lambda=-iy$, $i^{k+1}q_k'$ for $x_1$ on site $6-k$. This gives $b=-9.3958\,i$, $c=1.9533\,i$, $\sum_kq_kq_k'=25.3247$ and $\sum_kq_k^2=12.0473$, so in the gauge \eqref{eq:gauge} $x_0^\dagger x_1=i\,(25.3247-1.9533\times12.0473)/9.3958=0.191\,i$. With imaginary $\hat s$ the constant is $\pm0.19$, and the tabulated member has $-0.19$ (the $-0.20$ read from the last row comes from rounding of the entries). The program tests $\kappa$ against the actual shift caused by the worst symmetric perturbation of norm $10^{-20}$~eV.

A solver built on the c-product normalizes $\hat x=x/\sqrt{x^Tx}$, so $\|\hat x\|^2=\kappa$. Eigenvectors of distinct eigenvalues are c-orthogonal, because $(\lambda_i-\lambda_j)\,x_i^Tx_j=x_j^THx_i-x_i^THx_j=0$. The matrix $X$ of c-normalized eigenvectors thus has $X^{-1}=X^T$ and $\operatorname{cond}X=\|X\|\,\|X^T\|=\|X\|^2$. Two of its columns approach $x_0/\sqrt{\pm2s}$ and form a nearly rank-one block of squared norm $2\|N\|/|\Delta|$, while the others stay bounded, so $\operatorname{cond}X\simeq2\kappa$; at $\delta=10^{-8}$~eV, $2\kappa=18683$. A complex orthogonal transformation preserves c-products but can magnify the length of an error vector. The individual projectors show the cancellation involved. From \eqref{eq:xpm}, in the leading-order two-dimensional problem,
\begin{equation}
\hat x_\pm\hat x_\pm^T=\frac{(x_0\pm sx_1)(x_0\pm sx_1)^T}{\pm2s}=\pm\frac{N}{2s}+\frac P2\pm\frac{s}{2}\,x_1x_1^T .
\end{equation}
Each has norm $\kappa$ and their sum is the bounded $P$. Independent relative errors $u$ in the two terms would therefore leave an absolute error of order $\kappa u$ in their sum. In floating-point arithmetic the loss is larger. The c-norm $x^Tx$ is a sum of nearly cancelling terms, and rounding gives it an error of order $u\|x\|^2$, which is a relative error of order $\kappa u$. Division by it makes each term, of norm $\kappa$, wrong by order $\kappa^2u$, and independent errors of this size do not cancel in the sum. At $\delta=10^{-8}$~eV in double precision $\kappa^2u\approx10^{-8}$, while $\kappa u\approx10^{-12}$. These are scales, not predictions: the constants of the algorithm are left out, and when both vectors come from one dense decomposition the actual error can be some ten times larger. If the two vectors are computed one at a time, each is exact for its own matrix $H+E_\pm$, and the loss is one power worse. Then $x_\pm=x_0+\beta_\pm x_1$ with $\beta_\pm=\pm\sqrt{s^2+e_\pm}$ and $e_\pm=x_0^TE_\pm x_0$, so $\beta_++\beta_-\simeq(e_+-e_-)/2s$. The sum of the projectors keeps the term $N(\beta_++\beta_-)/2\beta_+\beta_-$, of norm $\|N\|\,|e_+-e_-|/4|s|^3$. With $|e_\pm|\sim u\|H\|\|N\|$ this is of order $\kappa^3u$, about $10^{-4}$ at $\delta=10^{-8}$~eV.

At an exceptional point a matrix error of norm $\eta$ can shift the two merging eigenvalues by $\sqrt{\eta\|N\|}$ at leading order, while near it their condition number $\kappa$ grows as the inverse gap. It remains to connect the linear and square-root laws, to see what residuals, rounding and the c-Rayleigh quotient iteration do near the EP, and to weigh these contributions.
